# Integer charge transport by a moving ionic sublattice and its oxidation state

## Result

Atomic units are used in the algebra: $\hbar=m=e=1$, and the electron has charge $-1$.

**Theorem.** Take a neutral crystal with fixed primitive vectors $\mathbf a_i$, cell volume $\Omega$ and $M$ doubly occupied bands. Move one sublattice $s$, with one ion of integer core charge $Z_s$ per cell, by a primitive lattice vector $\mathbf R$. Let $\lambda\in[0,1]$ label the path. Assume that

1. the electrons are independent or move in a self-consistent mean field, are spin-paired, and feel a local periodic potential $V(\mathbf r;\lambda)$ smooth in $\lambda$;
2. the temperature and the macroscopic electric field are zero;
3. the motion is adiabatic, starting and stopping smoothly;
4. a gap separates occupied from empty bands along the whole path;
5. all other coordinates, if they move, and any self-consistent potential return to their starting values.

Then the transported cell dipole is

$$\Delta\mathbf D=\Omega\int d\mathbf P=Z_s\mathbf R-2\sum_i C_i\mathbf a_i,\qquad C_i\in\mathbb Z. \tag{1}$$

If $\Delta\mathbf D$ is parallel to $\mathbf R$, then $\Delta\mathbf D=N\mathbf R$ with integer $N$. If, further, no other coordinate moves, $N$ is the path average of the Born charge $Z^*_{ij}=\Omega\,\partial P_i/\partial u_j$ at zero macroscopic field:

$$N=\frac{1}{|\mathbf R|^2}\int \mathbf R\cdot Z^*\,d\mathbf u. \tag{2}$$

The integers do not change when the path is deformed without closing the gap.

The parallel condition is needed: an open gap makes the $C_i$ integers but does not make the transverse ones vanish. Symmetry can ensure this; otherwise it must be checked. The number $N$ belongs to a class of paths. It can serve as the ion's oxidation state when all physically relevant paths, in every direction, give the same $N$.

## Lemma 1: the adiabatic current

Because the macroscopic field vanishes, $\mathbf k$ is conserved. The Bloch Hamiltonian is
$$H(\mathbf k,\lambda)=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r;\lambda),$$
and the velocity is $\partial_jH\equiv\partial H/\partial k_j=p_j+k_j$. Let $P$ project on the occupied states $v$, and let $c$ denote empty states.

**Claim.** For one spin, the summed electron displacement per cell obeys
$$\frac{dX_j}{d\lambda}=\langle F_j\rangle_{\mathbf k},\qquad F_j=\sum_{vc}\frac{2\,\mathrm{Im}\,[\langle v|\partial_jH|c\rangle\langle c|\partial_\lambda H|v\rangle]}{(E_c-E_v)^2}, \tag{3}$$
where $\langle\cdot\rangle_{\mathbf k}$ is the Brillouin-zone average.

**Proof.** The one-particle density matrix obeys $i\dot\rho=[H,\rho]$. Write $\rho=P+\dot\lambda\rho_1+O(\dot\lambda^2,\ddot\lambda)$. At first order,
$$i\,\partial_\lambda P=[H,\rho_1]\quad\Rightarrow\quad i\langle c|\partial_\lambda P|v\rangle=(E_c-E_v)\langle c|\rho_1|v\rangle .$$
Differentiating $[H,P]=0$ gives $[\partial_\lambda H,P]+[H,\partial_\lambda P]=0$. Its $cv$ element is
$$\langle c|\partial_\lambda H|v\rangle+(E_c-E_v)\langle c|\partial_\lambda P|v\rangle=0. \tag{4}$$
Hence
$$\langle c|\rho_1|v\rangle=-\,\frac{i\langle c|\partial_\lambda H|v\rangle}{(E_c-E_v)^2}.$$
The condition $\rho^2=\rho$ gives $P\rho_1+\rho_1P=\rho_1$, so $\rho_1$ has no occupied–occupied or empty–empty block.

The zeroth-order velocity is $\mathrm{Tr}(P\,\partial_jH)=\partial_j\mathrm{Tr}(PH)$. Here $\mathrm{Tr}(H\partial_jP)=0$, because $\partial_jP$ connects occupied with empty states while $H$ does not. This derivative of a periodic function averages to zero. The first-order velocity is
$$\dot\lambda\sum_{vc}2\,\mathrm{Re}\,[\langle v|\partial_jH|c\rangle\langle c|\rho_1|v\rangle],$$
and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$ gives (3). Integrated over a duration $T$, the second-order terms contribute $O(1/T)$ and vanish in the adiabatic limit.

In a mean field, $\rho_1$ may itself change the potential by $\dot\lambda V_1$. The additional first-order response is that of the ground state to a static local potential. By the zeroth-order argument, such a ground state carries no average current, so (3) stands, with $\partial_\lambda H$ containing the full self-consistent change of $V$. $\square$

## Lemma 2: the displacement is an integral of curvature

Let $|u_v\rangle$ be a locally smooth orthonormal basis of the occupied space. Equation (4) holds for $\partial_j$ as well, and its conjugate gives the $vc$ element. Thus
$$F_j=2\,\mathrm{Im}\sum_{vc}\langle v|\partial_jP|c\rangle\langle c|\partial_\lambda P|v\rangle
=2\,\mathrm{Im}\sum_v\langle\partial_ju_v|(1-P)|\partial_\lambda u_v\rangle .$$
The term with $P$ is
$$S=\sum_{vw}\langle\partial_ju_v|u_w\rangle\langle u_w|\partial_\lambda u_v\rangle .$$
Orthonormality gives $\langle u_w|\partial u_v\rangle=-\langle\partial u_w|u_v\rangle$. Applying it to both factors of $S^*$ and exchanging $v$ and $w$ returns $S$. Therefore $S$ is real and drops out:
$$F_j=2\,\mathrm{Im}\sum_v\langle\partial_ju_v|\partial_\lambda u_v\rangle=\partial_jA_\lambda-\partial_\lambda A_j,\qquad A_\mu=\mathrm{Im}\sum_v\langle u_v|\partial_\mu u_v\rangle. \tag{5}$$
The mixed second derivatives cancel in the difference. $\square$

## Lemma 3: the integral is an integer

Write $\mathbf k=\sum_i\kappa_i\mathbf b_i$ with $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$, and $\mathbf X=\sum_i\xi_i\mathbf a_i$. Then $\xi_i=\mathbf b_i\cdot\mathbf X/2\pi$ and $\partial_{\kappa_i}=\mathbf b_i\cdot\nabla_{\mathbf k}$. Equation (3) becomes
$$\Delta\xi_i=\int d\kappa_\perp\,C_i(\kappa_\perp),\qquad C_i=\frac1{2\pi}\int_0^1\!d\kappa_i\int_0^1\!d\lambda\,F_{\kappa_i}, \tag{6}$$
where $\kappa_\perp$ denotes the other components.

**Claim.** $C_i$ is an integer independent of $\kappa_\perp$.

**Proof.** A sublattice moved by $\mathbf R$ occupies the same set of sites, and everything else returns by assumption 5, so $H(\mathbf k,1)=H(\mathbf k,0)$. Also $H(\mathbf k+\mathbf b_i)=GH(\mathbf k)G^\dagger$ with $G=e^{-i\mathbf b_i\cdot\mathbf r}$. Choose a smooth occupied basis on the square $(\kappa,\lambda)\in[0,1]^2$, which is possible because the square is contractible. Collect its vectors in a row $u$. Opposite edges span the same spaces up to $G$, so unitary $M\times M$ matrices $A$ and $B$ exist with
$$u(1,\lambda)=G\,u(0,\lambda)A(\lambda),\qquad u(\kappa,1)=u(\kappa,0)B(\kappa).$$
Since $\mathrm{Tr}(A^\dagger\partial_\lambda A)=i\,\partial_\lambda\arg\det A$,
$$A_\lambda(1,\lambda)-A_\lambda(0,\lambda)=\partial_\lambda\arg\det A,$$
and likewise $A_\kappa(\kappa,1)-A_\kappa(\kappa,0)=\partial_\kappa\arg\det B$. Integrating (5) over the square gives
$$2\pi C_i=[\arg\det A]_0^1-[\arg\det B]_0^1 .$$
The corner $u(1,1)$ can be reached in two ways:
$$u(1,1)=G\,u(0,0)B(0)A(1)=G\,u(0,0)A(0)B(1).$$
Hence $\det A(1)/\det A(0)=\det B(1)/\det B(0)$. The two phase changes differ by a multiple of $2\pi$, so $C_i$ is an integer. It varies continuously with $\kappa_\perp$ while the gap is open, and a continuous integer is constant. $\square$

## Proof of the theorem

By (6), the electrons of one spin move by $\sum_iC_i\mathbf a_i$ per cell. Two spins and charge $-1$ give $-2\sum_iC_i\mathbf a_i$. The moving core adds $Z_s\mathbf R$, and cores that return add nothing. This is (1).

Let $\mathbf R=\sum_ir_i\mathbf a_i$. Because $\mathbf R$ is primitive, the integers $r_i$ have no common factor, and integers $m_i$ exist with $\sum_im_ir_i=1$. If $\Delta\mathbf D\parallel\mathbf R$, then $C_i=c\,r_i$ for some $c$, so $c=\sum_im_iC_i$ is an integer. Therefore $N=Z_s-2c$ is an integer. If nothing else moves, $d\mathbf D=Z^*d\mathbf u$, and projection on $\mathbf R$ gives (2). A deformation that keeps the gap open changes the $C_i$ continuously, hence not at all. $\square$

**Remark on longer vectors.** If $\mathbf R=p\mathbf R_0$ with $\mathbf R_0$ primitive, the same argument gives $N=Z_s-2c_0/p$ with integer $c_0$. For $p=3$ this form permits fractions. Repeating a primitive path $p$ times gives $c_0=pc$ and restores the integer.

## Corollary: neutrality

**Claim.** $\sum_sZ_s^*=0$ at every insulating configuration. The oxidation states add to zero if successive translations of all sublattices by $\mathbf R$ can be deformed into a rigid translation without gap closure.

**Proof.** For a rigid translation, $\partial_\lambda H=-\mathbf R\cdot\nabla V=-i[\pi_R,H]$, where $\pi_R=\mathbf R\cdot(\mathbf p+\mathbf k)$. Thus
$$\langle c|\partial_\lambda H|v\rangle=i(E_c-E_v)\langle c|\pi_R|v\rangle,$$
$$F_j=\sum_{vc}\frac{2\,\mathrm{Re}\,[\langle v|\pi_j|c\rangle\langle c|\pi_R|v\rangle]}{E_c-E_v}.$$
Differentiate $\partial_j\mathrm{Tr}(PH)=\mathrm{Tr}(P\pi_j)$ along $\mathbf R$ in $\mathbf k$ space. The derivative of $\pi_j$ contributes $MR_j$. The derivative of $P$, from (4), contributes $-F_j$. Hence
$$(\mathbf R\cdot\nabla_{\mathbf k})\,\partial_j\mathrm{Tr}(PH)=MR_j-F_j .$$
The left side averages to zero, so $\langle F_j\rangle=MR_j$: the electrons follow the lattice. The dipole rate is $(\sum_sZ_s-2M)\mathbf R=0$ by neutrality. Linear response adds over sublattices, which gives the local rule. Invariance under deformation gives the rule for the integers. $\square$

## A solvable chain

Consider a chain of period $a$, with a metal ion at $0$, an oxygen ion at $u$, and one electron pair per cell:
$$V(x)=-2A_O\cos K(x-u)-2A_M\cos Kx,\qquad K=2\pi/a .$$
With $\theta=Ku$ and $W=A_M+A_Oe^{i\theta}$,
$$V(x)=-2\,\mathrm{Re}(W^*e^{iKx})=-2|W|\cos(Kx-\arg W). \tag{7}$$

**Proposition.** For $W\ne0$ the first gap is open, and
$$Z_O^*=Z_O-\frac{2A_O(A_O+A_M\cos\theta)}{A_O^2+A_M^2+2A_OA_M\cos\theta}. \tag{8}$$
For positive amplitudes, its average is $Z_O-2$ if $A_O>A_M$ and $Z_O$ if $A_O<A_M$.

**Proof.** A second-order equation has two independent solutions at each energy, so an energy inside a band belongs to one pair $\pm k$. The bands are therefore monotonic for $0<k<K/2$ and cannot touch there. At $k=0$ the lowest state $\varphi$ has no node. Writing any other periodic state as $\varphi f$ gives an energy above the lowest by $\frac12\int\varphi^2|f'|^2dx\big/\int\varphi^2|f|^2dx$, which vanishes only for constant $f$. The lowest level at $k=0$ is thus single, and bands 1 and 2 can touch only at $k=K/2$. There, measure $x$ from the potential minimum. In the even basis $\cos[(n+\frac12)Kx]$ and the odd basis $\sin[(n+\frac12)Kx]$, $n\ge0$, the Hamiltonian matrices agree except for their first diagonal element, which contains $-|W|$ and $+|W|$ respectively. Thus $H_{\rm even}=H_{\rm odd}-2|W|\,e_0e_0^T$, where $e_0$ is the first basis vector. The lowest eigenvector of the tridiagonal $H_{\rm odd}$ has a nonzero first component; if it were zero, the recursion would make all components zero. Using this vector as a trial state for $H_{\rm even}$ shows that the lowest even level lies strictly below the lowest odd level.

As $u$ changes, the potential (7) changes its amplitude and moves its minimum $x_0=\arg W/K$. The amplitude change preserves inversion about $x_0$ and so produces no average current. The rigid motion carries the pair at the rate $dx_0/du$, by the corollary. Now
$$W^*\frac{dW}{du}=iK(A_O^2+A_OA_Me^{i\theta}),$$
$$\frac{dx_0}{du}=\frac1K\,\frac{\mathrm{Im}(W^*dW/du)}{|W|^2}=\frac{A_O(A_O+A_M\cos\theta)}{|W|^2},$$
which gives (8). Over one period $W$ traces a circle of radius $A_O$ about $A_M$. It encloses zero once if $A_O>A_M$, moving $x_0$ by $a$, and not at all if $A_O<A_M$. $\square$

At $A_O=A_M$ and $\theta=\pi$, $W=0$. The electrons are then free and the gap closes. This is where the integer can change.

## Numerical example

Take $a=4.20$ Å, $A_O=5$ eV and $A_M=1$ eV. One active oxygen pair is retained; the other oxygen valence electrons are lumped into its core. Hence $Z_O=0$ and $Z_M=+2$. At equilibrium, midway between metals, $\theta=\pi$ and
$$Z_O^*=-\frac{2\cdot5\,(5-1)}{(5-1)^2}=-2.50 .$$
When oxygen coincides with the metal site,
$$Z_O^*=-\frac{2\cdot5\,(5+1)}{(5+1)^2}=-1.67 .$$
Neither local value is an integer. The gap stays between 7.59 and 10.75 eV. Linear response (3), averaged over the path, gives $-2.000000$ for oxygen and $+2.000000$ for the metal when the metal moves instead. Direct propagation of the time-dependent Schrödinger equation, with oxygen moved through one period in 30 fs, gives $-2.0000$; the further digits in the output are limited by the time step.

For rock-salt stacking, the area per chain is $a^2/4=4.41$ Å$^2$. The vector $a\hat{\mathbf x}$ is primitive in the face-centred lattice, since its coefficients on the usual primitive vectors are $-1,1,1$. The transported polarisation is
$$\Delta P=\frac{-2e}{4.41\ \text{Å}^2}=-727\ \mu\text{C/cm}^2 .$$
This is the charge passed per area when the whole oxygen sublattice moves by one period. It is not a spontaneous polarisation: the initial and final crystals are identical.

**A different class.** With $A_O$ held at 5 eV and $A_M$ raised to 7 eV, the smallest gap is 3.95 eV and the oxygen average is zero. The pair now stays with the metal.

The integer can differ even between paths with the same equilibrium endpoints. Let another coordinate change the metal amplitude, in eV, as
$$A_M(\theta)=1-5(1+\cos\theta).$$
Then $W=-4+5i\sin\theta$ eV, whose real part never changes sign, so $W$ cannot encircle zero. At equilibrium $A_M=1$ eV as before; at coincidence it is $-9$ eV, a repulsive site chosen to provide a counterexample, not to model a real cation. The smallest gap is again 7.59 eV, yet the transported charge is zero: the oxygen core moves and leaves its pair behind. An open gap along each path does not make the two paths equivalent. Every deformation of one into the other must close the gap somewhere.

**Beyond the single cosine.** Add $-2B\cos 2Kx$ with $B=1$ eV, and a self-consistent contact repulsion $g\,n(x)/2$ with $g=5$ eV Å, where $n$ is the electron density per length. Together they change the equilibrium Born charge from $-2.50$ to $-2.08$. The smallest gap is about 6.6 eV and the path average remains $-2.000000$. The local charge depends on the potential. The open gap makes the path average an integer, and the calculation shows that it is the same integer as before.

**Two dimensions.** On a square lattice of the same period, place cations at the lattice points and let the anion follow
$$\mathbf u=a\,(0.5+\lambda,\;0.5+0.12\sin2\pi\lambda).$$
Both ions are Gaussian wells $-V_0e^{-r^2/2\sigma^2}$ with $\sigma=1$ Å and depths of 30 eV (anion) and 5 eV (cation). The core charge is again zero. The anion now passes between cations instead of through them. The smallest gap is 7.79 eV, and the transported charges along and across the lattice vector are $-1.9998$ and $0.0000$. The departure from $-2$ comes from the $7\times7$ plane-wave basis: an $11\times11$ basis gives $-2.000000$ and leaves the gap and the transverse rate unchanged in the digits shown. The transverse motion is not absent locally: its largest rate is 0.89 periods per unit $\lambda$, but it integrates to zero. Separate transverse $k$ slices give the pair integer $1$ to within $8.1\times10^{-5}$, as Lemma 3 requires.

## Relation to a real oxide

The period and gap are roughly those of magnesium oxide, whose lattice constant is about 4.2 Å and whose gap is about 8 eV. Its oxygen Born charge is roughly $-2$, so the simple chain's $-2.5$ is too large in magnitude. The chain is not a first-principles calculation: it omits most valence electrons and sends oxygen through the metal site, whereas a real ion must go around.

At 1300 K an oxygen ion of mass 16 u has a thermal speed of about 820 m/s in one direction. At that speed, first-order theory gives a largest excited population of $5\times10^{-7}$ on the chain's path. The thermal factor $e^{-E_g/2k_BT}$, with the smallest gap, is $2\times10^{-15}$. This uses the chain's fixed gap for a defect-free crystal. In a real oxide the gap narrows on heating and defects such as oxygen vacancies place levels inside it, so the factor does not estimate the carriers present in the real material. A growing thin oxide also breaks the zero-field assumption. In a field of 10 MV/cm, a high value that applies to films a few nanometres thick and lies near breakdown, the electron energy drops by 0.42 eV per period, or 5.5% of the smallest gap. This ratio measures the strength of the perturbation, not an error in $N$; tunnelling through the gap is left out.

Real oxygen transport proceeds by ions hopping, not by a sublattice moving as a whole. If an ion leaves its pair behind, the transported charge in this model changes from $-2$ to $0$. The theorem can be applied to a mobile ion by taking one such ion per supercell and moving it by a primitive lattice vector of the supercell, while all other atoms return to their starting places. To justify $-2$ in this way, one must show that the path keeps the gap open and carries the pair along. A single hop between inequivalent sites does not close the path, so the theorem does not make its charge an integer. The numerical output follows.

## Values computed for the example and the checks

```
Chain period: 4.20 angstrom
Oxygen and metal amplitudes: 5.00, 1.00 eV
Core charges, oxygen and metal: +0, +2 e
Gap at equilibrium: 7.591 eV
Smallest gap on path: 7.591 eV
Largest gap on path: 10.746 eV
Oxygen Born charge at equilibrium: -2.5000 e
Oxygen Born charge at coincidence: -1.6667 e
Path-averaged oxygen charge: -2.000000 e
Path-averaged metal charge: 2.000000 e
Largest local charge-sum error: 1.2e-13 e
Largest closed-form charge error: 9.9e-14 e
Largest Berry-centre error: 3.0e-16 angstrom
Propagation time: 30.0 fs
Oxygen charge from time propagation: -2.000011 e
Gap at equal amplitudes, equilibrium: 4.4e-14 eV
Deeper metal amplitude: 7.00 eV
Smallest gap with deeper metal: 3.946 eV
Oxygen average with deeper metal: 0.000000 e
Alternative path, metal amplitude at coincidence: -9.00 eV
Alternative path, smallest gap: 7.591 eV
Alternative path, transported oxygen charge: 0.000000 e
Added metal second-harmonic amplitude: 1.00 eV
Contact repulsion strength: 5.00 eV angstrom
Self-consistent smallest gap: 6.593 eV
Self-consistent equilibrium Born charge: -2.0846 e
Self-consistent path average: -2.000000 e
2D Gaussian width: 1.00 angstrom
2D anion and cation well depths: 30.0, 5.0 eV
2D smallest gap: 7.788 eV
2D charge along lattice vector: -1.99984 e
2D transverse transported charge: 0.00001 e
2D largest transverse pair rate: 0.8924 periods per path
2D largest k-slice integer error: 8.1e-05
Area per chain: 4.410 angstrom^2
Transported polarisation: -726.6 uC/cm2
Temperature of use: 1300 K
Oxygen mass used: 16.0 u
Thermal oxygen speed, one direction: 822 m/s
Largest nonadiabatic excited population: 5.4e-07
Thermal factor exp(-gap/2kT): 1.9e-15
Rough oxide field: 10.0 MV/cm
Electron energy drop per cell in field: 0.420 eV
Energy drop divided by smallest gap: 0.0553
```
